\section*{Partial pressure of a volatile precursor above an ideal solution}

\section{The problem}

A liquid precursor for atomic layer deposition is dissolved in a solvent. The solution contains 20 mole percent of the precursor, which is the solute, and 80 mole percent of the solvent. At the temperature of the vessel the pure liquid precursor has a vapour pressure of 50 torr. The solution is ideal. What is the partial pressure of the precursor in the vapour at equilibrium with the solution?

\section{A tempting solution}

The vapour pressure of a liquid does not depend on how much of it is present. A vessel holding 10 g of pure precursor and one holding 100 g reach the same pressure at the same temperature, provided that some liquid remains. Adding solvent does not remove any precursor, and in an ideal solution the solvent does not bind the precursor more strongly than the precursor binds itself. The precursor should therefore evaporate until its partial pressure is again 50 torr.

\section{Where the argument fails}

The first two sentences of that argument are correct. The error is to treat dilution as if it were a change in amount. Taking away nine tenths of a pure liquid leaves a pure liquid. Adding solvent changes the composition, and the tendency of a molecule to leave the liquid depends on composition even when its energy there does not.

A limiting case exposes the fault. If the argument held at 20 mole percent, it would hold at 2 percent and at 0.002 percent, since the fraction never enters it. The partial pressure would then stay at 50 torr as the precursor content went to zero, and would have to jump to zero when the last molecule was removed.

What has been left out is the entropy of mixing. A precursor molecule in the solution can be placed among solvent molecules in many ways that do not exist in the pure liquid. This lowers its free energy in the liquid, and equilibrium is reached at a lower vapour pressure. The size of the reduction has to be calculated.

\section{The correct solution}

\subsection{The condition for equilibrium}

Let index 1 denote the precursor and index 2 the solvent. Let $x_i$ be mole fractions in the liquid, $p_i$ partial pressures in the vapour, and $p_i^*$ the vapour pressures of the pure liquids at the same temperature $T$. The chemical potential $\mu_1$ is the change in free energy per mole of precursor added to a phase. If $dn$ moles pass from liquid to vapour at fixed temperature and total volume, with equal pressures in the two phases, the Helmholtz energy changes by
\begin{equation}
dA=\left(\mu_1^{\rm gas}-\mu_1^{\rm liq}\right)dn .
\end{equation}
At equilibrium $A$ is a minimum. Since $dn$ may have either sign, the bracket must vanish:
\begin{equation}
\mu_1^{\rm liq}=\mu_1^{\rm gas}. \label{eq:equal}
\end{equation}

\subsection{The precursor in the liquid}

In the simplest picture of an ideal solution the two kinds of molecule are interchangeable: replacing one by the other changes neither the energy nor the volume of the surroundings. The molecules do attract one another, but the attractions between like and unlike neighbours are equivalent. The number of ways to distribute $N_1$ precursor molecules among $N=N_1+N_2$ positions is
\begin{equation}
W(N,N_1)=\frac{N!}{N_1!\,N_2!}.
\end{equation}
Add one precursor molecule. Both $N$ and $N_1$ rise by one while $N_2$ is unchanged, so
\begin{equation}
\frac{W(N+1,N_1+1)}{W(N,N_1)}
=\frac{(N+1)!}{(N_1+1)!\,N_2!}\,\frac{N_1!\,N_2!}{N!}
=\frac{N+1}{N_1+1}.
\end{equation}
The entropy of mixing is $k\ln W$, with $k$ the Boltzmann constant, and it contributes $-kT\ln W$ to the free energy. The added molecule changes this contribution by
\begin{equation}
-kT\ln\frac{N+1}{N_1+1}=kT\ln\frac{N_1+1}{N+1}\longrightarrow kT\ln x_1
\end{equation}
for large $N_1$ and $N$. Everything else about the added molecule is as in the pure liquid, whose chemical potential is $\mu_1^*$. Per mole, $k$ becomes the gas constant $R$, and
\begin{equation}
\mu_1^{\rm liq}=\mu_1^*+RT\ln x_1 . \label{eq:liq}
\end{equation}
For $x_1=0.20$ the logarithm is $-1.609$. The negative sign is the lowering that the tempting solution missed. For $x_1=1$ the logarithm is zero and the pure liquid is recovered.

\subsection{The precursor in the vapour}

At constant temperature the chemical potential of a pure gas changes with pressure by $d\mu=V_m\,dp$, where $V_m$ is the molar volume. For an ideal gas $V_m=RT/p$. Integration from a reference pressure $p^\circ$ gives $RT\ln(p/p^\circ)$. In a mixture of ideal gases each component behaves as if it were alone at its own partial pressure, so
\begin{equation}
\mu_1^{\rm gas}=\mu_1^\circ+RT\ln\frac{p_1}{p^\circ}. \label{eq:gas}
\end{equation}

\subsection{Putting the two together}

The constants $\mu_1^*$ and $\mu_1^\circ$ are linked by the given vapour pressure. The pure liquid is in equilibrium with its vapour at $p_1^*$, hence
\begin{equation}
\mu_1^*=\mu_1^\circ+RT\ln\frac{p_1^*}{p^\circ}. \label{eq:pure}
\end{equation}
Here the small effect of total pressure on the liquid is neglected, so that $\mu_1^*$ has the same value in \eqref{eq:liq} and \eqref{eq:pure}. Inserting \eqref{eq:liq}, \eqref{eq:gas} and \eqref{eq:pure} into \eqref{eq:equal} gives
\begin{equation}
\mu_1^\circ+RT\ln\frac{p_1^*}{p^\circ}+RT\ln x_1
=\mu_1^\circ+RT\ln\frac{p_1}{p^\circ}.
\end{equation}
The terms $\mu_1^\circ$ cancel. Dividing by $RT$ and combining the logarithms on the left leaves $\ln(x_1p_1^*/p^\circ)=\ln(p_1/p^\circ)$, and therefore
\begin{equation}
p_1=x_1p_1^* . \label{eq:raoult}
\end{equation}
This is Raoult's law. With the given numbers,
\begin{equation}
p_1=0.20\times 50\ \text{torr}=10\ \text{torr},
\end{equation}
or 1.333 kPa. The tempting answer was too large by a factor of five, which is $1/x_1$. The law also behaves properly at both ends: the pressure goes smoothly to zero with $x_1$ and reaches $p_1^*$ for the pure precursor.

\section{What the solvent does to the vapour}

The vapour pressure of the solvent was not needed. It does affect the total pressure and the composition of the vapour. The derivation applies equally to component 2, so $p_2=x_2p_2^*$. Suppose that the pure solvent has a vapour pressure of 70 torr. Then
\begin{align}
p_2&=0.80\times70\ \text{torr}=56\ \text{torr},\\
P&=p_1+p_2=66\ \text{torr}.
\end{align}
A gauge on the evacuated and then sealed vessel would read 66 torr, not 10 torr. In an ideal gas mixture, mole fractions are ratios of partial pressures, so the precursor fraction in the vapour is
\begin{equation}
y_1=\frac{p_1}{P}=\frac{10}{66}=0.152 .
\end{equation}
The vapour is poorer in precursor than the liquid. From $y_1=x_1p_1^*/P$, this happens when $P>p_1^*$. Since $x_1-1=-x_2$,
\begin{equation}
P-p_1^*=x_1p_1^*+x_2p_2^*-p_1^*=x_2\left(p_2^*-p_1^*\right),
\end{equation}
which is positive when the solvent is the more volatile component. This rule is for ideal solutions; departures from ideality can weaken or reverse it. With an involatile solvent, $p_2^*=0$, the vapour would be pure precursor, but its pressure would still be 10 torr.

\section{Which fraction belongs in the formula}

\subsection{Moles, not mass}

The counting argument counts molecules, so $x_1$ is a mole fraction. Take titanium tetrachloride, of molar mass 189.7 g/mol, in n-octane, of molar mass 114.2 g/mol. If a label says 20 percent by mass, 100 g of solution contains 20 g of precursor and 80 g of solvent, and
\begin{equation}
x_1=\frac{20/189.7}{20/189.7+80/114.2}=0.131 .
\end{equation}
The ideal partial pressure is then $0.1308\times50\ \text{torr}=6.5$ torr. The fraction falls because the precursor molecules are the heavier ones: a given mass contains fewer of them.

\subsection{The liquid at equilibrium, not the liquid as loaded}

Evaporation can change the composition. Load one mole of solution with precursor fraction $z_1=0.20$ into an evacuated vessel, and let $n$ moles evaporate in all, of which $y_1n$ are precursor. The remaining liquid has
\begin{equation}
x_1=\frac{z_1-y_1n}{1-n}.
\end{equation}
Subtract $z_1=z_1(1-n)/(1-n)$ from both sides:
\begin{equation}
x_1-z_1=\frac{z_1-y_1n-z_1+z_1n}{1-n}
=\frac{n\,(z_1-y_1)}{1-n}. \label{eq:shift}
\end{equation}
If the vapour is poorer in precursor than the loaded liquid, the remaining liquid becomes richer.

For a headspace of volume $V_g=1$ L at 330 K, the ideal gas law with $R=62.36$ L torr/(mol K) gives
\begin{equation}
n=\frac{PV_g}{RT}\approx\frac{66\times1}{62.36\times330}=0.00321 .
\end{equation}
Equation \eqref{eq:shift} then gives a shift of about $0.00321\times(0.2000-0.1515)$, or 0.00016. The partial pressure is 10.01 torr, and the loaded composition is good enough.

For a headspace of 20 L, $n$ is no longer so small, and $x_1$, $y_1$ and $n$ must be found together from \eqref{eq:shift}, Raoult's law for both components and the ideal gas law. A numerical search for the minimum of the total Helmholtz energy, with the headspace volume held fixed, gives $x_1=0.20315$ and $p_1=10.16$ torr. The pressure is 1.6 percent above the value for the loaded composition. Raoult's law has not failed; its $x_1$ has changed.

\section{How far a real solution may differ}

The answer of 10 torr belongs to the ideal problem. The pressures of 50 and 70 torr are rough values for titanium tetrachloride and n-octane near 330 K, so this pair can be used to judge the assumptions. The other inputs are also rough: liquid molar volumes $V_1=110$ and $V_2=165$ cm$^3$/mol, and a vaporization enthalpy $H=39$ kJ/mol for each liquid. Each effect below is taken alone, with the liquid composition held at 20 mole percent.

\subsection{Unequal molecules}

The least secure assumption is that the molecules are interchangeable. Departures are described by an activity coefficient $\gamma_1$, defined by replacing $x_1$ in \eqref{eq:liq} by $\gamma_1x_1$. The pressure becomes $p_1=\gamma_1x_1p_1^*$. An estimate follows from a model free energy of mixing for $n_1$ and $n_2$ moles,
\begin{equation}
\frac{G}{RT}=n_1\ln\phi_1+n_2\ln\phi_2
+\frac{V\phi_1\phi_2(\delta_1-\delta_2)^2}{RT}, \label{eq:mix}
\end{equation}
with $V=n_1V_1+n_2V_2$ and volume fractions $\phi_i=n_iV_i/V$. The logarithms are the Flory--Huggins entropy for molecules of unequal size. The last term is the Scatchard--Hildebrand energy, in which $\delta_i^2$ is the cohesive energy per volume of pure liquid $i$.

The derivative of \eqref{eq:mix} with respect to $n_1$ is $\ln(\gamma_1x_1)$. Since $\partial V/\partial n_1=V_1$, the two logarithmic terms give
\begin{equation}
\ln\phi_1+1-\frac{n_1V_1}{V}-\frac{n_2V_1}{V}
=\ln\phi_1+1-\frac{\phi_1}{x_1},
\end{equation}
because $\phi_1/x_1=(n_1+n_2)V_1/V$. In the energy term $V\phi_1\phi_2=n_1V_1n_2V_2/V$, whose derivative is
\begin{equation}
\frac{V_1n_2V_2}{V}-\frac{n_1V_1n_2V_2V_1}{V^2}
=V_1\phi_2(1-\phi_1)=V_1\phi_2^2 .
\end{equation}
Subtracting $\ln x_1$ yields
\begin{equation}
\ln\gamma_1=\ln\frac{\phi_1}{x_1}+1-\frac{\phi_1}{x_1}
+\frac{V_1\phi_2^2(\delta_1-\delta_2)^2}{RT}.
\end{equation}

The volume fraction is $\phi_1=0.2\times110/(0.2\times110+0.8\times165)=0.143$. The size terms alone give $\gamma_1=0.951$, a reduction of about 5 percent. The cohesive energy per mole is the vaporization enthalpy less the work $RT$ done by the expanding vapour, so $\delta_i=\sqrt{(H-RT)/V_i}$. This gives 18.15 MPa$^{1/2}$ for the precursor and 14.82 MPa$^{1/2}$ for the solvent. With the energy term included, $\gamma_1=1.32$ and
\begin{equation}
p_1\approx1.32\times10\ \text{torr}\approx13\ \text{torr}.
\end{equation}

This is an estimate of scale, not a measured pressure. The energy term contains the square of a difference between two rough numbers: changing each vaporization enthalpy by up to 1 kJ/mol either way moves $\gamma_1$ between 1.21 and 1.45, or $p_1$ between about 12 and 14.5 torr. It also cannot be negative, because the model takes the attraction between unlike molecules as the geometric mean of the like attractions. The model therefore cannot describe a solvent that binds the precursor specially. What the estimate does show is that a departure of some tens of percent from the ideal value is plausible for this pair. A design that needs the pressure more closely needs a measurement on the solution itself.

\subsection{Temperature}

Along the coexistence line of a pure liquid, the chemical potentials of liquid and vapour change equally. With $d\mu=-S\,dT+V_m\,dp$ in each phase, this gives $dp^*/dT=\Delta S/\Delta V=H/(T\Delta V)$. Neglecting the liquid volume beside $RT/p^*$,
\begin{equation}
\frac{d\ln p^*}{dT}=\frac{H}{RT^2}.
\end{equation}
Integration from 330 to 331 K at constant $H$ gives a rise of 4.4 percent. At fixed composition the ideal partial pressure rises by the same factor, from 10 to about 10.4 torr. The value of 50 torr must therefore refer to the temperature of the solution, not to that of the room or of a distant heater.

\subsection{Total pressure and vapour imperfection}

A total pressure $P$ above $p_1^*$ raises the chemical potential of the nearly incompressible liquid by $V_1(P-p_1^*)$. Adding this to the liquid side of the equilibrium condition gives
\begin{equation}
\frac{p_1}{x_1p_1^*}=\exp\frac{V_1(P-p_1^*)}{RT}.
\end{equation}
With 760 torr of inert gas above the solution, treated as ideal and insoluble, the total pressure is 826 torr and the partial pressure lies 0.42 percent above $x_1p_1^*$; of this, 0.41 percent is due to the inert gas. Such a gas does not hold the precursor back at equilibrium; it slightly raises the precursor's partial pressure. With a real gas, its dissolution in the liquid and its interaction with the precursor vapour also change the partial pressure, and these changes can exceed the one calculated here.

For a slightly imperfect vapour, $V_m=RT/p+B$, where $B$ is the second virial coefficient. Integrating $V_m\,dp$ adds $BP$ to the chemical potential in the vapour, if one $B$ serves for all pairs of molecules. The pure vapour gains $Bp_1^*$ instead. To leading order,
\begin{equation}
\frac{p_1}{x_1p_1^*}=\exp\frac{B(p_1^*-P)}{RT}.
\end{equation}
For an assumed $B=-1.5$ L/mol and $P=66$ torr without inert gas, the change is $+0.12$ percent. Both corrections are far smaller than the estimated effect of unequal molecules.

\section{From the vessel to the reactor}

Titanium tetrachloride is volatile enough to be delivered as a pure liquid, so its solution in octane serves here as a model rather than a typical source. Solvents are of more use for precursors that are solid or hard to evaporate, whose vapour pressures may lie far below 50 torr.

The method of delivery decides whether the equilibrium pressure applies. A carrier gas passed over the solution takes up precursor at 10 torr, in the ideal case, if it stays long enough to saturate and the liquid surface keeps its temperature and composition. Fast flow can leave the gas unsaturated, and evaporation cools the liquid; both lower the delivered partial pressure. The composition also drifts as the source is used. In the ideal case the more volatile solvent leaves preferentially, and when half of the liquid has been carried off, $x_1$ has risen to 0.236 and the partial pressure to 11.8 torr.

In direct liquid injection, by contrast, the solution may be evaporated completely. No liquid then remains for the vapour to be in equilibrium with, and conservation of moles fixes the precursor fraction of the solution vapour at 0.20 instead of the equilibrium value, which is 0.152 for the ideal solution and about 0.19 when the model of unequal molecules is applied to both components. Its partial pressure is 0.20 times the pressure of that vapour, before any carrier gas is counted. The factor 0.20 is the same as in Raoult's law, but here it multiplies the actual pressure of the mixed vapour, not the vapour pressure of the pure precursor.
